Ligand-field triplets of octahedral d2 and a V(III) spectrum

**The system**

A V(III) ion has two d electrons. Six equivalent ligands surround it at the corners of a regular octahedron, with the x, y and z axes through the ligands. The model makes these assumptions.

- The electrons occupy d orbitals with one common radial function. The ligands shift the t2g orbitals (xy, xz, yz) to −4Dq and the eg orbitals (z², x²−y²) to +6Dq. The mean shift is zero, since 3(−4) + 2(6) = 0. The splitting is Δ = 10Dq > 0.
- Spin-orbit coupling and distortions of the octahedron are neglected, and band maxima are read as energy differences at fixed nuclei. Only triplet states are treated, and the lowest triplet is taken as the ground state.
- The Coulomb repulsion enters through the Slater integrals F0, F2 and F4, in atomic units, combined into the Racah parameters

A = F0 − F4/9,  B = F2/49 − 5F4/441,  with B > 0.

The symbol |m,m'| denotes the normalized determinant with both spins up and orbital quantum numbers m and m'. Exchanging its entries changes its sign. Expanding 1/r₁₂ in multipoles gives its repulsion energy, direct minus exchange:

E(m,m') = Σₖ Fk [cᵏ(m,m) cᵏ(m',m') − cᵏ(m,m')²].

The cᵏ are angular integrals over three spherical harmonics, with cᵏ(−m,−m) = cᵏ(m,m). For k = 0 the bracket equals 1 when m ≠ m'. The others needed are:

- c²(2,2) = −2/7, c²(1,1) = 1/7, c²(2,1)² = c²(1,−1)² = 6/49, c²(2,−2)² = 0
- c⁴(2,2) = 1/21, c⁴(1,1) = −4/21, c⁴(2,1)² = 5/441, c⁴(1,−1)² = 40/441, c⁴(2,−2)² = 70/441

The numerical check checks these values against exact Gaunt integrals. It checks the term energies, matrices (off-diagonal elements up to sign), inversion formulas, derivatives and weights derived below against a Hamiltonian built by numerical integration. It does not cover the trigonal refits, the alternative pairings with positive parameters or the oscillator strengths.

**(a) Which triplet terms does the free ion have, and what are their energies in A and B?**

*Answer.* Five orbitals give ten spin-up pairs. Their values of M = m + m' are 3, 2, 1, 1, 0, 0, −1, −1, −2, −3. These are the components of L = 3 and L = 1, so the terms are 3F and 3P.

The determinant |2,1| is the sole one with M = 3 and belongs to 3F. Its F2 coefficient is (−2/7)(1/7) − 6/49 = −8/49. Its F4 coefficient is (1/21)(−4/21) − 5/441 = −9/441. Therefore

E(3F) = F0 − 8F2/49 − 9F4/441 = A − 8B.

The last form follows because A supplies −49F4/441 and −8B supplies −8F2/49 + 40F4/441.

At M = 0 there are two determinants, |2,−2| and |1,−1|. The trace of their energy matrix is E(3F) + E(3P):

E(2,−2) = F0 + 4F2/49 − 69F4/441,
E(1,−1) = F0 − 5F2/49 − 24F4/441.

Subtracting E(3F) from their sum gives

E(3P) = F0 + 7F2/49 − 84F4/441 = A + 7B.

The terms are thus 15B apart. Below, energies are measured from 3F, and y = 15B.

**(b) Find the energies of the octahedral triplets. Where two states mix, give the matrix in both the free-ion and the orbital-occupation basis.**

*Answer.* First, the M = 0 functions of the two terms. Since 3P has no M = 2 component, applying the raising operator L₊ twice must annihilate its M = 0 function. With L₊|m⟩ = √(6 − m(m+1)) |m+1⟩,

L₊²|2,−2| = 2L₊|2,−1| = 2√6 |2,0|,
L₊²|1,−1| = L₊(2|2,−1| + √6|1,0|) = (2√6 + 2√6)|2,0| = 4√6 |2,0|.

The combination that vanishes, and the one orthogonal to it, are

3P: (2|2,−2| − |1,−1|)/√5,
3F: (|2,−2| + 2|1,−1|)/√5.

Next, these determinants in real orbitals. With the usual phases,

x²−y² = (|2⟩ + |−2⟩)/√2,  xy = −i(|2⟩ − |−2⟩)/√2,
xz = (|−1⟩ − |1⟩)/√2,  yz = i(|1⟩ + |−1⟩)/√2.

Multiplying out, and dropping determinants with two equal entries,

|xy, x²−y²| = −i|2,−2|,  |xz, yz| = −i|1,−1|.

So |1,−1| is a t2² state with field energy 2(−4Dq) = −8Dq, and |2,−2| is a t2e state with field energy −4Dq + 6Dq = 2Dq. The field is diagonal in real orbitals and the repulsion conserves M, so these two states couple to no others. Under the operations of the octahedron they transform like a rotation about z, which is a component of T1g.

In the basis (3F, 3P) the repulsion is diagonal, with entries 0 and 15B. The field elements are

⟨F|V|F⟩ = [1·2 + 4·(−8)]Dq/5 = −6Dq,
⟨P|V|P⟩ = [4·2 + 1·(−8)]Dq/5 = 0,
⟨F|V|P⟩ = [2·2 + (−2)(−8)]Dq/5 = 4Dq.

The 3T1g matrix, row by row, is

[ −6Dq,  4Dq ]
[ 4Dq,  15B ].

In the basis (t2², t2e) the field is diagonal. The repulsion is 15B times the projector on 3P, whose components are −1/√5 and 2/√5. This gives

[ 3B − 8Dq,  −6B ]
[ −6B,  12B + 2Dq ].

Reversing the sign of one basis function turns −6B into +6B and leaves the energies unchanged. The first form shows the field mixing the free-ion terms; the second shows the repulsion mixing the occupations.

The remaining states do not mix. Both |xy, z²| and |x²−y², z²| contain M = ±2 alone, because z² has m = 0. They are therefore pure 3F. The first transforms like xy (T2g); the second is the single spin-up e² state (A2g). Their energies are

E(3T2g) = −4Dq + 6Dq = 2Dq,  E(3A2g) = 6Dq + 6Dq = 12Dq.

Permuting the axes generates the other components, for a total of 3 + 3 + 3 + 1 = 10 states.

**(c) Let a be the band from the ground state to 3T2g and b the band to the upper 3T1g. Solve for Δ and 15B, and show when a positive solution exists.**

*Answer.* With Dq = Δ/10, the 3T1g matrix has diagonal entries −0.6Δ and y, and off-diagonal entry 0.4Δ. Its eigenvalues differ by

b = √[(y + 0.6Δ)² + 4(0.4Δ)²] = √(y² + 1.2Δy + Δ²).

The lower one is E₋ = (y − 0.6Δ − b)/2, which gives

a = 0.2Δ − E₋ = (Δ − y + b)/2.

The second relation fixes the difference of the unknowns:

Δ − y = 2a − b.

The first can be written b² = (Δ − y)² + 3.2Δy, which fixes their product:

Δy = [b² − (2a − b)²]/3.2 = (4ab − 4a²)/3.2 = (5/4)a(b − a).

The square of the sum is the squared difference plus four times the product:

(Δ + y)² = 4a² − 4ab + b² + 5ab − 5a² = b² + ab − a².

Writing R = √(b² + ab − a²) and taking the positive root, because both unknowns are positive,

Δ = (2a − b + R)/2,  15B = (b − 2a + R)/2.

If Δ and y are positive, then b > |Δ − y|, so a > 0, and the product relation requires b > a. Conversely, b > a > 0 makes both the product and the sum positive, so both unknowns are positive. The solution is then unique.

For B → 0 both bands tend to Δ, the cost of moving one electron from t2g to eg. For Δ → 0, b tends to 15B and a to 0.8Δ.

**(d) V(III) surrounded by six water molecules has two bands at roughly 2.2 and 3.2 eV. The free-ion 3P–3F gap is roughly 1.6 eV. Assign the bands to a and b, and find Δ, B and the nephelauxetic ratio β = B(complex)/B(free ion). Take independent uncertainties of 0.05 eV in all three inputs.**

*Answer.* Part (c) requires b > a, so a = 2.2 eV and b = 3.2 eV; part (e) tests the alternative assignment of the upper band. The root is

R = √(10.24 + 7.04 − 4.84) = √12.44 = 3.527 eV.

With 2a − b = 1.2 eV,

Δ = (1.2 + 3.527)/2 = 2.364 eV,
15B = (3.527 − 1.2)/2 = 1.164 eV,  B = 0.078 eV.

The free ion has B = 1.6/15 = 0.107 eV, and β = 1.164/1.6 = 0.73.

For the uncertainties, differentiate R:

∂R/∂a = (b − 2a)/(2R) = −0.170,  ∂R/∂b = (2b + a)/(2R) = 1.219.

It follows that

∂Δ/∂a = (2 − 0.170)/2 = 0.915,  ∂Δ/∂b = (−1 + 1.219)/2 = 0.110,
∂(15B)/∂a = (−2 − 0.170)/2 = −1.085,  ∂(15B)/∂b = (1 + 1.219)/2 = 1.110.

Adding independent errors in quadrature gives 0.046 eV for Δ and 0.078 eV for 15B. For β, the relative errors of 15B and of the free-ion gap are combined in the same way. The results are

Δ = 2.36 ± 0.05 eV (about 19,100 cm⁻¹),
B = 0.078 ± 0.005 eV (about 630 cm⁻¹),
β = 0.73 ± 0.05.

These uncertainties cover the inputs, not the neglected effects, and those can be larger. The six oxygen atoms can sit on a regular octahedron, but the hydrogen atoms lower the symmetry. One arrangement (Th) keeps 24 of the 48 operations and still leaves the t2g orbitals threefold degenerate; twisting the molecules about their metal–oxygen axes while keeping a threefold axis splits t2g into one orbital and a pair. As an illustration, add a trigonal field on the t2g orbitals that splits the ground 3T1g term by 0.12 or 0.24 eV, with the nondegenerate component lowest, and refit the centres of the two bands, each taken as the degeneracy-weighted mean of its split components above the lowest state: Δ falls to 2.28 or 2.21 eV, while β moves only to 0.72 or 0.71. The first band largely fixes Δ, whereas B depends on both bands almost equally and with opposite signs.

Setting Δ equal to the first band would give a value 0.16 eV below the fitted one. The second matrix in (b) shows why. Without mixing, the first band would be 2Dq − (3B − 8Dq) = Δ − 3B = 2.13 eV. Mixing lowers the ground state by a further 0.07 eV and brings the band to 2.20 eV. This difference belongs to the regular octahedron: with the two trigonal fields above, Δ exceeds the centre of the first band by only 0.08 or 0.01 eV.

A ratio below 1 means that the effective repulsion parameter is smaller in the complex than in the free ion. Expanded d orbitals or their mixing with ligand orbitals could both reduce it; two band positions cannot separate these causes.

**(e) Could the 3.2 eV band be the transition to 3A2g instead? Predict where that transition lies, and describe the ground state.**

*Answer.* The 3A2g level lies 10Dq above 3T2g, so its band is at a + Δ. Because b > a as well, 3T2g is the lowest excited triplet. The 2.2 eV band is therefore the transition to 3T2g, provided the lowest triplet band has been observed.

For positive Δ and y, the square root in (c) obeys y + 0.6Δ < b < y + Δ. Inserting these limits in a = (Δ − y + b)/2 gives

0.8Δ < a < Δ.

The ratio of the 3A2g band to the first band, 1 + Δ/a, must therefore lie between 2 and 2.25. The observed ratio is 3.2/2.2 = 1.45, which excludes the assignment within this model as long as 2.2 eV is the first triplet band. If a lower band had been missed, 2.2 eV could be the upper 3T1g and 3.2 eV the 3A2g band, with Δ = 1.65 eV, 15B = 0.76 eV, β = 0.48 and 3T2g at 1.55 eV, so the spectrum near that energy has to be checked. The one remaining pairing with positive parameters, 2.2 eV as 3A2g and 3.2 eV as the upper 3T1g, puts 3T2g at 1.02 eV and needs 15B = 2.35 eV, or β = 1.47, a repulsion well above that of the free ion.

The parameters show the same failure. The assignment requires Δ = 3.2 − 2.2 = 1.0 eV. Squaring y + 2a − Δ = √(y² + 1.2Δy + Δ²) and cancelling y² leaves

y(4a − 3.2Δ) = Δ² − (2a − Δ)² = 4a(Δ − a),
y = a(Δ − a)/(a − 0.8Δ) = 2.2(−1.2)/1.4 = −1.89 eV.

This means B = −0.126 eV, contrary to B > 0.

With the accepted assignment, the 3A2g band is predicted at 2.20 + 2.36 = 4.56 eV, above the upper 3T1g. Its derivatives with respect to a and b are 1.915 and 0.110, so the input uncertainties make this 4.6 ± 0.1 eV; the trigonal fields considered in (d) would lower it to 4.5 or 4.4 eV. The order depends on the field strength. The two levels cross when b = a + Δ, that is, b = 3Δ − y. Squaring gives 7.2y = 8Δ, or Δ = 13.5B. Here Δ/B is about 30, well beyond the crossing.

For the ground state, let a 2×2 matrix have diagonal entries p and q and eigenvalue splitting b. The derivative of the lower eigenvalue with respect to q is the weight of the second basis state, [1 − (q − p)/b]/2. The two matrices in (b) then give

weight of 3P = [1 − (15B + 6Dq)/b]/2 = [1 − 2.582/3.2]/2 = 0.097,
weight of t2² = [1 + (9B + 10Dq)/b]/2 = [1 + 3.062/3.2]/2 = 0.978.

The ground state is thus about 98% t2², although a tenth of it comes from 3P. The upper 3T1g has the complementary composition, about 98% t2e. Both observed bands are therefore mainly promotions of one electron, while the 3A2g band mainly promotes two. The model itself gives no electric-dipole intensity: all these states are even under inversion, so in the regular octahedron every band is electric-dipole forbidden. The magnetic dipole L is even and transforms as T1g. It connects the ground state with 3T2g and the upper 3T1g, with oscillator strengths of only about 5×10⁻⁶ and 1×10⁻⁶ at the fitted parameters (f = (2/3)ΔE(α/2)²S in atomic units, with α the fine-structure constant and S the squared matrix element of L summed over its components and the final states and averaged over the initial ones, 6.8 and 1.1 here), and it does not connect it with 3A2g, since T1g × T1g contains no A2g. Electric-dipole intensity must come from effects left out, such as odd vibrations. If these act through an effective one-electron operator, that operator cannot connect t2² with e², and 3A2g can be reached only through the 2% of t2e in the ground state.

Table of computed values

```
input band a, 3T1g to 3T2g (rough): 2.2 eV
input band b, 3T1g to upper 3T1g (rough): 3.2 eV
input free-ion 3P-3F gap (rough): 1.6 eV
assumed uncertainty of each input: 0.05 eV
free-ion B = gap/15: 0.1067 eV
2a-b = Delta-15B: 1.2000 eV
R = Delta+15B: 3.5270 eV
Delta = 10Dq: 2.3635 eV = 19063 cm^-1
Dq: 0.2364 eV
15B: 1.1635 eV
B: 0.0776 eV = 626 cm^-1
Dq/B: 3.047 (dimensionless)
nephelauxetic ratio beta: 0.727 (dimensionless)
uncertainty of Delta: 0.046 eV
uncertainty of 15B: 0.078 eV
uncertainty of B: 0.0052 eV
uncertainty of beta: 0.054 (dimensionless)
dDelta/da, dDelta/db: 0.915, 0.110 (dimensionless)
d(15B)/da, d(15B)/db: -1.085, 1.110 (dimensionless)
3T1g matrix, basis (3F, 3P), relative to 3F:
  diagonal -1.4181, 1.1635; off-diagonal 0.9454 eV
3T1g eigenvalues relative to 3F: -1.7273, 1.4727 eV
3T2g, 3A2g relative to 3F: 0.4727, 2.8362 eV
bands recomputed from ten determinants: 2.2000, 3.2000 eV
predicted 3T1g to 3A2g band: 4.5635 eV
ground-state weight of 3P: 0.0966 (dimensionless)
ground-state weight of t2^2: 0.9784 (dimensionless)
observed ratio b/a: 1.455 (dimensionless)
if b were the 3A2g band: Delta = 1.0000 eV, B = -0.1257 eV
error of setting Delta = a: -0.1635 eV
```
